# Berry Curvature from the Antisymmetric Kubo Conductivity of a Perfect Crystal

Independent electrons of charge $-e$ move in a perfect crystal with Bloch Hamiltonian $H(\mathbf k)$, bands $E_n$, cell-periodic states $|n\rangle$ and occupations $f_n=f(E_n)$, where $f$ is the Fermi function. All quantities depend on $\mathbf k$, and $n$ includes spin. A spatially uniform field $\mathbf E\,e^{\eta t}$, with $\eta>0$, is switched on slowly from $t=-\infty$. The conductivity is defined by $J_a=\sigma_{ab}E_b$, with repeated Cartesian indices summed, and its antisymmetric part is $\sigma^A_{ab}=(\sigma_{ab}-\sigma_{ba})/2$. The problem is to find $\sigma^A_{xy}$ as $\eta\to0^+$ and to identify which states contribute to it.

The algebra uses atomic units, $e=\hbar=1$, so the electron has charge $-1$. I write $\partial_a=\partial/\partial k_a$ and $\int_{\mathbf k}=\int d^dk/(2\pi)^d$ over the Brillouin zone. In a model with few orbitals, the position operator is taken to be diagonal in them, and the phases in $H(\mathbf k)$ contain their true positions. The velocity operator is then $\partial_aH$, with matrix elements $v^a_{nm}=\langle n|\partial_aH|m\rangle$.

There are no impurities and no interactions beyond a fixed mean field. Steps that divide by an energy difference $E_m-E_n$ assume that the two bands are nondegenerate at that $\mathbf k$. If bands are degenerate over a region of the zone, as spin partners can be, the curvature of a single band defined below depends on the basis chosen within the degenerate set, and only its sum over the set is independent of that choice. The field is uniform from the start, so the limit of zero wavevector precedes $\eta\to0^+$.

**(a) Find the density matrix to first order in the field.**

*Solution.* Describe the field by a vector potential with $\mathbf E(t)=-d\mathbf A/dt$. For charge $-1$ the Hamiltonian becomes $H(\mathbf k_0+\mathbf A)$, where $\mathbf k_0$ is conserved. The kinetic wavevector $\mathbf k=\mathbf k_0+\mathbf A$ therefore obeys $d\mathbf k/dt=-\mathbf E(t)$.

At fixed $\mathbf k_0$ the density matrix follows $i\,d\rho/dt=[H,\rho]$. Viewed as a function of $\mathbf k$ and $t$, it has total derivative $d\rho/dt=\partial_t\rho-E_b(t)\,\partial_b\rho$. Hence

$$i\,\partial_t\rho=[H,\rho]+iE_b(t)\,\partial_b\rho .$$

At zeroth order $\rho_0=f(H)=\sum_l f_l|l\rangle\langle l|$. The first-order part grows as $e^{\eta t}$, so $\partial_t\rho_1=\eta\rho_1$. Dividing by the common exponential and taking the element between $\langle m|$ and $|n\rangle$ gives

$$i\eta\,\rho_{1,mn}=\Delta_{nm}\,\rho_{1,mn}+iE_b\langle m|\partial_b\rho_0|n\rangle,\qquad \Delta_{nm}=E_m-E_n ,$$

$$\rho_{1,mn}=\frac{iE_b\langle m|\partial_b\rho_0|n\rangle}{i\eta-\Delta_{nm}} .$$

For $m=n$, differentiating $\rho_0$ gives

$$\langle n|\partial_b\rho_0|n\rangle=\partial_bf_n+f_n\big(\langle n|\partial_bn\rangle+\langle\partial_bn|n\rangle\big)=\partial_bf_n ,$$

because the bracket is the derivative of $\langle n|n\rangle=1$. So $\rho_{1,nn}=E_b\,\partial_bf_n/\eta$.

For $m\ne n$, two terms survive: $f_n\langle m|\partial_bn\rangle+f_m\langle\partial_bm|n\rangle$. Orthogonality, $\partial_b\langle m|n\rangle=0$, gives $\langle\partial_bm|n\rangle=-\langle m|\partial_bn\rangle$, so their sum is $(f_n-f_m)\langle m|\partial_bn\rangle$. To evaluate the last factor, differentiate $H|n\rangle=E_n|n\rangle$ and project on $\langle m|$:

$$v^b_{mn}+E_m\langle m|\partial_bn\rangle=E_n\langle m|\partial_bn\rangle
\quad\Rightarrow\quad
\langle m|\partial_bn\rangle=-\frac{v^b_{mn}}{\Delta_{nm}} .$$

Therefore

$$\rho_{1,mn}=-\frac{iE_b\,(f_n-f_m)\,v^b_{mn}}{\Delta_{nm}(i\eta-\Delta_{nm})}
=\frac{iE_b\,(f_n-f_m)\,v^b_{mn}}{\Delta_{nm}(\Delta_{nm}-i\eta)} .$$

**(b) Find the conductivity at finite $\eta$.**

*Solution.* The current density is charge times velocity, $J_a=-\int_{\mathbf k}\mathrm{Tr}(\rho\,\partial_aH)$. Because $\mathbf k$ is the kinetic wavevector, the explicit dependence of the velocity on $\mathbf A$ is already included. At zero field the current vanishes: $f(E_n)\,\partial_aE_n$ is the derivative of a periodic function of $\mathbf k$, whose zone integral is zero.

With $v^a_{nn}=\partial_aE_n$, the diagonal part of $\rho_1$ gives

$$\sigma^{\rm intra}_{ab}=-\frac1\eta\int_{\mathbf k}\sum_n\partial_aE_n\,\partial_bf_n
=-\frac1\eta\int_{\mathbf k}\sum_n f'(E_n)\,\partial_aE_n\,\partial_bE_n .$$

This is the Drude response. It diverges in a metal as $\eta\to0$, but it is symmetric in $a$ and $b$.

The off-diagonal part enters the trace as $\sum_{n\ne m}v^a_{nm}\rho_{1,mn}$. With $M_{nm}=v^a_{nm}v^b_{mn}$ it gives the interband Kubo formula

$$\sigma^{\rm inter}_{ab}=-i\int_{\mathbf k}\sum_{n\ne m}\frac{(f_n-f_m)\,M_{nm}}{\Delta_{nm}(\Delta_{nm}-i\eta)} .$$

**(c) Separate its antisymmetric and symmetric parts without yet taking $\eta\to0$.**

*Solution.* Multiply numerator and denominator by $\Delta+i\eta$:

$$\frac{1}{\Delta(\Delta-i\eta)}=\frac{1}{\Delta^2+\eta^2}+\frac{i\eta}{\Delta(\Delta^2+\eta^2)} .$$

Since $\partial_aH$ is Hermitian, $M_{mn}=v^a_{mn}v^b_{nm}=M_{nm}^*$. Interchanging $a$ and $b$ also turns $M_{nm}$ into $v^b_{nm}v^a_{mn}=M_{nm}^*$. Thus $\mathrm{Im}\,M$ is antisymmetric in the Cartesian indices and $\mathrm{Re}\,M$ is symmetric.

In the first term, $f_n-f_m$ is odd under interchange of $n$ and $m$, while the denominator is even. The double sum keeps the odd part of $M_{nm}$, which is $(M_{nm}-M_{nm}^*)/2=i\,\mathrm{Im}\,M_{nm}$. The prefactor $-i$ makes the result real:

$$\sigma^A_{ab}=\int_{\mathbf k}\sum_{n\ne m}\frac{(f_n-f_m)\,\mathrm{Im}\,M_{nm}}{\Delta_{nm}^2+\eta^2}
=2\int_{\mathbf k}\sum_{n\ne m}\frac{f_n\,\mathrm{Im}\,M_{nm}}{\Delta_{nm}^2+\eta^2} .$$

For the last equality, exchange the labels in the part with $-f_m$. It becomes $-f_n\,\mathrm{Im}\,M_{mn}=+f_n\,\mathrm{Im}\,M_{nm}$, equal to the first part.

In the second term, $(f_n-f_m)/\Delta_{nm}$ is even, so $\mathrm{Re}\,M$ survives:

$$\sigma^{S,\rm inter}_{ab}=\eta\int_{\mathbf k}\sum_{n\ne m}\frac{(f_n-f_m)\,\mathrm{Re}\,M_{nm}}{\Delta_{nm}(\Delta_{nm}^2+\eta^2)} .$$

In an insulator at zero temperature every contributing pair has a finite gap, and this part vanishes linearly with $\eta$.

**(d) Take the clean limit of $\sigma^A_{xy}$ and express it through the geometry of the Bloch states.**

*Solution.* Setting $a=x$, $b=y$ and $\eta\to0$ leaves

$$\sigma^A_{xy}=2\int_{\mathbf k}\sum_{n\ne m}f_n\frac{\mathrm{Im}(v^x_{nm}v^y_{mn})}{\Delta_{nm}^2} .$$

To identify the summand, define the Berry connection $A^{(n)}_a=i\langle n|\partial_an\rangle$. The mixed second derivatives cancel in its curl, and the Berry curvature is

$$\Omega_n=\partial_xA^{(n)}_y-\partial_yA^{(n)}_x
=i\big(\langle\partial_xn|\partial_yn\rangle-\langle\partial_yn|\partial_xn\rangle\big)
=-2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle .$$

Insert $\sum_m|m\rangle\langle m|=1$ between the two derivatives. The term $m=n$ is a product of two imaginary numbers, hence real, and drops out. For $m\ne n$, part (a) gives $\langle m|\partial_yn\rangle=-v^y_{mn}/\Delta_{nm}$, and complex conjugation gives $\langle\partial_xn|m\rangle=-v^x_{nm}/\Delta_{nm}$. The minus signs cancel:

$$\Omega_n=\sum_{m\ne n}w_{nm},\qquad
w_{nm}=-\frac{2\,\mathrm{Im}(v^x_{nm}v^y_{mn})}{\Delta_{nm}^2} .$$

The conductivity is thus minus the occupied integral of $\Omega_n$. Restoring units,

$$\boxed{\;\sigma^A_{xy}=-\frac{e^2}{\hbar}\int\frac{d^dk}{(2\pi)^d}\sum_nf_n\,\Omega_n\;}$$

The sign has a direct reading. In atomic units the current is $J_x=-\int_{\mathbf k}\sum_nf_n\,(\Omega_nE_y)$, so an electron in band $n$ acquires the transverse velocity $+\Omega_nE_y$. The minus sign in the conductivity is the electron's charge. This velocity comes from the field-induced admixture of other bands, not from a change in occupation.

At finite $\eta$ the contribution of each pair is multiplied by $\Delta^2/(\Delta^2+\eta^2)=1-\eta^2/(\Delta^2+\eta^2)$. For contributing gaps bounded away from zero, the correction is of order $\eta^2$. If a contributing gap closes while $\eta$ stays finite, the factor tends to zero instead. The pair term need not vanish, but it stays bounded by $2|\mathrm{Im}\,M_{nm}|/\eta^2$ rather than growing as $1/\Delta^2$: the limits of small gap and small $\eta$ cannot be interchanged freely. The boxed result requires $\eta$ to be small compared with the gaps that matter.

**(e) What remains of the contribution of two states that are both occupied?**

*Solution.* Since $M_{mn}=M_{nm}^*$ and $\Delta^2$ is even, $w_{mn}=-w_{nm}$. Split the occupation as $f_n=f_n(1-f_m)+f_nf_m$:

$$\sum_nf_n\Omega_n=\sum_{n\ne m}f_n(1-f_m)\,w_{nm}+\sum_{n\ne m}f_nf_m\,w_{nm} .$$

The last sum is a symmetric factor times an antisymmetric one, so it vanishes. Collecting the remaining terms over unordered pairs,

$$f_n(1-f_m)w_{nm}+f_m(1-f_n)w_{mn}=(f_n-f_m)w_{nm},$$

$$\sum_nf_n\Omega_n=\sum_{n<m}(f_n-f_m)\,w_{nm} .$$

This holds at any temperature. Two fully occupied states cancel, as do two empty ones. At zero temperature what remains is the mixing of occupied with empty states. Physically, mixing two occupied states rotates the basis of the occupied space without changing the many-electron state, so it cannot produce a current.

The same fact can be written without individual bands. Let $P=\sum_{n\,\rm occ}|n\rangle\langle n|$ and $Q=1-P$. For an occupied $n$,

$$(\partial_yP)|n\rangle=|\partial_yn\rangle+\sum_{l\,\rm occ}|l\rangle\langle\partial_yl|n\rangle
=|\partial_yn\rangle-\sum_{l\,\rm occ}|l\rangle\langle l|\partial_yn\rangle=Q|\partial_yn\rangle .$$

Hence $\mathrm{Tr}(P\,\partial_xP\,\partial_yP)=\sum_{n\,\rm occ}\langle\partial_xn|Q|\partial_yn\rangle$. Subtracting the expression with $x$ and $y$ exchanged leaves $2i$ times the imaginary part, so

$$i\,\mathrm{Tr}\big(P[\partial_xP,\partial_yP]\big)=-2\,\mathrm{Im}\sum_{n\,\rm occ}\langle\partial_xn|Q|\partial_yn\rangle=\sum_{n\,\rm occ}\Omega_n .$$

The left side is regular wherever $P$ is smooth, even if occupied bands touch and their separate curvatures are undefined there.

**(f) What does the result become for completely filled bands in two dimensions?**

*Solution.* Define $C=\frac1{2\pi}\int d^2k\sum_{n\,\rm occ}\Omega_n$. Then

$$\sigma^A_{xy}=-\frac{e^2}{\hbar}\,\frac{2\pi C}{(2\pi)^2}=-C\,\frac{e^2}{h} .$$

To see that $C$ is an integer, assume that a gap separates the filled bands from the empty ones at every $\mathbf k$, so that $P$ is smooth, and divide the zone into small cells. On a short link $d\mathbf k$, the determinant of the overlaps between occupied states has phase $-\sum_n\mathbf A^{(n)}\cdot d\mathbf k$. The product of the link phase factors around a cell is therefore $e^{-i\Phi}$, where $\Phi$ is the curvature flux through it. In the product over all cells, each link appears once in each direction and its two factors cancel.

Links on opposite edges of the zone also match. States separated by a reciprocal lattice vector are related by a constant unitary matrix, up to a change of basis that cancels around each loop. The product over all cells is thus 1, and the total flux is $2\pi$ times an integer, the Chern number.

**(g) Apply the result to a kagome insulator, and follow the approach to the limit.**

Take a single spin species, so that there are three bands in all, with three orbitals per cell, $a=5$ Å, real hopping $t=1$ eV and circulating imaginary hopping $\lambda=0.1$ eV, all round model parameters. The elements $H_{12},H_{23},H_{31}$ are $-2(t+i\lambda)\cos(\mathbf k\cdot\mathbf r_j)$ for $j=1,2,3$, with

$$\mathbf r_1=\tfrac a2(1,0),\quad \mathbf r_2=\tfrac a2\big(-\tfrac12,\tfrac{\sqrt3}2\big),\quad \mathbf r_3=\tfrac a2\big(-\tfrac12,-\tfrac{\sqrt3}2\big).$$

The lower two bands are filled.

*Solution.* On the wavevector grid, band 2 ends at 1.6536 eV and band 3 starts at 2.0000 eV, so the filling describes an insulator. The finite-$\eta$ formula gives, in units of $e^2/h$:

| $\eta$ (eV) | $\sigma^A_{xy}$ | $\sigma^{\rm inter}_{xx}$ |
|---|---|---|
| 0.30 | −0.9184 | 0.3082 |
| 0.10 | −0.9899 | 0.1115 |
| 0.03 | −0.9991 | 0.0338 |
| 0.01 | −0.9999 | 0.0113 |

Between the last two rows $\eta$ falls by a factor of 3. The deviation of $\sigma^A_{xy}$ from its limit falls by 8.990, close to $3^2$, and $\sigma^{\rm inter}_{xx}$ falls by 2.997. These are the quadratic and linear laws found above.

The boxed formula gives $\sigma^A_{xy}=-1.000000\,e^2/h$, or $-3.874\times10^{-5}$ S. State overlaps, which use no velocity matrix elements, give $C=1.000000$, in agreement with $\sigma^A_{xy}=-C\,e^2/h$.

The Kubo step was tested separately by integrating the time-dependent Schrödinger equation in a weak growing field at four wavevectors. At $\mathbf k=(0.70,0.10)$ Å$^{-1}$ and $\eta=0.30$ eV, the antisymmetric response with two bands filled is −1.2270 Å$^2$ by both routes.

**(h) Examine the pair cancellation where the occupied bands nearly touch.**

*Solution.* At the zone corner $\mathbf k=(4\pi/3a,0)$ the three cosines are $-\frac12,\frac12,\frac12$. Reversing the sign of orbital 3 makes $H_{12}$, $H_{23}$ and $H_{31}$ all equal to $t+i\lambda$. The eigenvectors of this three-site ring are plane waves, with energies $2\,\mathrm{Re}[(t+i\lambda)e^{2\pi ij/3}]$ for $j=0,1,2$: these are $2t$ and $-t\mp\sqrt3\lambda$. The occupied pair is split by $2\sqrt3\lambda=0.3464$ eV, while band 3 lies about $3t$ higher.

At $\lambda=0.1$ eV the pair terms, in Å$^2$, are $w_{12}=312.5000$, $w_{13}=-0.6365$ and $w_{23}=1.6148$. Using $w_{21}=-w_{12}$,

$$\Omega_1=312.5000-0.6365=311.8635,\qquad
\Omega_2=-312.5000+1.6148=-310.8852 .$$

The sum is 0.978 Å$^2$, entirely from mixing with the empty band. Reducing $\lambda$ to 0.01 eV reduces the occupied gap tenfold. The separate curvatures grow about a hundredfold, to 31249.0 and −31248.9 Å$^2$, while their sum falls to 0.096 Å$^2$. Overlap determinants of the occupied pair confirm the sum.

The sum decreases for a symmetry reason specific to this model. Antisymmetry of $w_{nm}$ makes the curvatures of all three bands add to zero, so the occupied sum is $-\Omega_3$. Reversing $\lambda$ replaces $H$ by $H^*$ and reverses $\Omega_3$. Since band 3 remains isolated at the corner, $\Omega_3$ is smooth and odd in $\lambda$, hence linear at leading order.

**(i) What changes when band 2 is partly filled?**

*Solution.* Take chemical potential −0.50 eV and thermal energy 0.05 eV. The cell then holds 1.0451 electrons. Adding the contributions by band, in units of $e^2/h$,

$$-1.00000+0.65022+0.00000=-0.34978 ,$$

whereas adding them by the pairs 1–2, 1–3 and 2–3,

$$-0.33979+0.00617-0.01616=-0.34978 .$$

The total is $-1.355\times10^{-5}$ S. The two groupings agree, but they distribute the result differently: the term $w_{12}$ enters $\Omega_1$ and $\Omega_2$ with opposite signs, so in the pair sum it is weighted by $f_1-f_2$ and drops out wherever both bands are occupied. At the corner, band 2 has energy $-t+\sqrt3\lambda=-0.827$ eV, so it is nearly full there. Its large negative curvature at that point has the sign needed for the positive band-2 contribution.

The metal also has a Drude response, $\eta\,\sigma^{\rm intra}_{xx}=0.0696$ eV in units of $e^2/\hbar$. At $\eta=0.01$ eV this gives $\sigma^{\rm intra}_{xx}=6.96\,e^2/\hbar$, or, multiplying by $2\pi$, about $44\,e^2/h$. It is far larger than the Hall response, but its symmetry keeps it out of $\sigma^A_{xy}$.

Here $\eta$ is the rate at which the field grows, not an impurity scattering rate. In a real metal, scattering can add antisymmetric terms of its own, so the boxed formula gives the intrinsic part of the Hall conductivity and need not give the whole. The numerical output lists the values used above.

## Calculated quantities

```
real hopping = 1.00 eV
imaginary hopping = 0.10 eV
lattice constant = 5.00 angstrom
cell area = 21.6506 angstrom^2
test k = (0.70, 0.10) 1/angstrom, eta = 0.30 eV
1 filled: Hall response, time evolution = -4.3611 angstrom^2
1 filled: Hall response, formula = -4.3611 angstrom^2
2 filled: Hall response, time evolution = -1.2270 angstrom^2
2 filled: Hall response, formula = -1.2270 angstrom^2
top of band 2 on grid = 1.6536 eV
bottom of band 3 on grid = 2.0000 eV
eta = 0.30 eV: Hall = -0.918431, xx = 0.308164 e^2/h
eta = 0.10 eV: Hall = -0.989947, xx = 0.111477 e^2/h
eta = 0.03 eV: Hall = -0.999084, xx = 0.033781 e^2/h
eta = 0.01 eV: Hall = -0.999898, xx = 0.011270 e^2/h
Hall error ratio, eta 0.03 to 0.01 eV = 8.990
xx ratio, eta 0.03 to 0.01 eV = 2.997
Chern number of two filled bands = 1.000000
insulator Hall, curvature integral = -1.000000 e^2/h
insulator Hall, converted = -3.874046e-05 S
zone corner k_x = 0.8378 1/angstrom
corner, imaginary hopping 0.10 eV: gap 1-2 = 0.3464 eV
  curvature band 1 = 311.8635 angstrom^2
  curvature band 2 = -310.8852 angstrom^2
  sum from empty band = 0.9784 angstrom^2
  w_12 = 312.5000 angstrom^2
  w_13 = -0.6365 angstrom^2
  w_23 = 1.6148 angstrom^2
corner, imaginary hopping 0.05 eV: gap 1-2 = 0.1732 eV
  curvature band 1 = 1249.1790 angstrom^2
  curvature band 2 = -1248.6959 angstrom^2
  sum from empty band = 0.4831 angstrom^2
corner, imaginary hopping 0.01 eV: gap 1-2 = 0.0346 eV
  curvature band 1 = 31249.0056 angstrom^2
  curvature band 2 = -31248.9094 angstrom^2
  sum from empty band = 0.0962 angstrom^2
metal: chemical potential = -0.50 eV, thermal energy = 0.05 eV
metal: electrons per cell = 1.0451
metal: Hall part of band 1 = -1.00000 e^2/h
metal: Hall part of band 2 = 0.65022 e^2/h
metal: Hall part of band 3 = 0.00000 e^2/h
metal: Hall part of pair 1-2 = -0.33979 e^2/h
metal: Hall part of pair 1-3 = 0.00617 e^2/h
metal: Hall part of pair 2-3 = -0.01616 e^2/h
metal: Hall total = -0.34978 e^2/h
metal: Hall total, converted = -1.35506e-05 S
metal: Drude weight xx, eta*sigma_xx/(e^2/hbar) = 0.06963 eV
```
